\section*{Phase memory and localization at the centre of a disordered chain}

\section*{Question}

An electron moves on an infinite chain with nearest-neighbour hopping $t$. The site energies $\varepsilon_n$ are independent and uniformly distributed between $-W/2$ and $W/2$. Second-order perturbation theory in the disorder gives a localization length of $96\,(t/W)^2$ sites at the band centre. A direct calculation gives about $105\,(t/W)^2$, and the disagreement does not shrink as $W\to0$. Why does perturbation theory fail where the disorder is as weak as one likes, and what is the correct coefficient?

\section*{Answer}

\subsection*{The mechanism}

A scattering site makes the wave amplitude grow or shrink by an amount that depends on the phase with which the wave arrives. The perturbative result averages over this phase as if all its values were equally likely. At a general energy the free motion justifies this, because it turns the phase from site to site and washes out the relevant patterns. At the band centre the wavelength is four sites, and two free steps return the wave to minus itself. One of the patterns that affect the growth then survives the free motion, and the disorder decides how strong it is. Weaker disorder takes longer to establish this distribution but does not change its shape. The phase collects where its own diffusion is slow, and there the amplitude grows least. The localization length is therefore longer than a uniform phase would give.

\subsection*{Growth of the amplitude at a general energy}

The wave equation is
\begin{equation}
t(\psi_{n+1}+\psi_{n-1})+\varepsilon_n\psi_n=E\psi_n .
\end{equation}
In the algebra energies are measured in units of $t$ and lengths in sites:
\begin{equation}
v_n=\frac{\varepsilon_n}{t},\qquad e=\frac{E}{t}=2\cos\kappa,\qquad
\sigma^2=\langle v_n^2\rangle=\frac{1}{t^2W}\int_{-W/2}^{W/2}\varepsilon^2\,d\varepsilon=\frac{W^2}{12t^2}.
\end{equation}
Let $\gamma$ be the mean growth of the logarithm of the amplitude per site when the equation is iterated from a general starting vector. The localization length is $\xi=1/\gamma$; with this convention $|\psi|^2$ varies at twice the rate $\gamma$.

Inside the band $\sin\kappa\neq0$, so two neighbouring amplitudes can be written as
\begin{equation}
\psi_n=r\sin\varphi,\qquad \psi_{n-1}=r\sin(\varphi-\kappa).
\end{equation}
Since $2\cos\kappa\sin\varphi=\sin(\varphi+\kappa)+\sin(\varphi-\kappa)$, the next amplitude is
\begin{equation}
\psi_{n+1}=(2\cos\kappa-v_n)\psi_n-\psi_{n-1}=r[\sin(\varphi+\kappa)-v_n\sin\varphi].
\end{equation}
The new variables obey $\psi_{n+1}=r'\sin\varphi'$ and $\psi_n=r'\sin(\varphi'-\kappa)$. Expanding $\sin\varphi'=\sin[(\varphi'-\kappa)+\kappa]$ gives the two components
\begin{align}
r'\sin(\varphi'-\kappa)&=r\sin\varphi,\\
r'\cos(\varphi'-\kappa)&=\frac{\psi_{n+1}-\cos\kappa\,\psi_n}{\sin\kappa}
=r(\cos\varphi+V\sin\varphi),\qquad V=-\frac{v_n}{\sin\kappa}.
\end{align}
Squaring and adding,
\begin{equation}
\frac{r'^2}{r^2}=1+V\sin2\varphi+V^2\sin^2\varphi .
\end{equation}
With $\tfrac12\ln(1+u)=u/2-u^2/4+\dots$, the terms up to $V^2$ are
\begin{align}
\ln\frac{r'}{r}&=\frac V2\sin2\varphi+V^2\left(\frac{\sin^2\varphi}{2}-\frac{\sin^22\varphi}{4}\right)\nonumber\\
&=\frac V2\sin2\varphi+\frac{V^2}{8}\,(1-2\cos2\varphi+\cos4\varphi).
\end{align}
The phase $\varphi$ depends on earlier sites only, so it is independent of $v_n$. The linear term averages to zero, and to leading order
\begin{equation}
\gamma=\frac{\sigma^2}{8\sin^2\kappa}\,\langle1-2\cos2\varphi+\cos4\varphi\rangle .
\label{growth}
\end{equation}
If the phase is uniform, both cosines vanish. With $4\sin^2\kappa=4-e^2$ this gives
\begin{equation}
\xi_{\rm uniform}=\frac{24(4t^2-E^2)}{W^2},
\label{uniform}
\end{equation}
which becomes $96\,(t/W)^2$ at $E=0$.

\subsection*{Where the uniform phase is lost}

The two component equations combine into $r'e^{i(\varphi'-\kappa)}=r(e^{i\varphi}+V\sin\varphi)$. Dividing by the complex conjugate gives
\begin{equation}
e^{2i\varphi'}=e^{2i\kappa}e^{2i\varphi}\,
\frac{1+Ve^{-i\varphi}\sin\varphi}{1+Ve^{i\varphi}\sin\varphi}.
\end{equation}
Take the $m$th power and average. In the stationary state $\varphi$ and $\varphi'$ have the same distribution, and terms linear in $V$ vanish, so
\begin{equation}
(1-e^{2im\kappa})\langle e^{2im\varphi}\rangle=O(\sigma^2).
\label{washout}
\end{equation}
Only $m=1$ and $m=2$ enter equation (\ref{growth}). At fixed $E\neq0$ inside the band both prefactors are nonzero, both averages are $O(\sigma^2)$, and equation (\ref{uniform}) holds as $W\to0$. At the centre $\kappa=\pi/2$. The prefactor for $m=1$ is then 2, so $\langle\cos2\varphi\rangle$ still drops out. The prefactor for $m=2$ is $1-e^{2\pi i}=0$, and $\langle\cos4\varphi\rangle$ may be of order one. It multiplies $\sigma^2$ in equation (\ref{growth}), so it changes the leading coefficient. The scaling $\gamma\propto W^2$ survives; what fails is the nondegenerate treatment of the phase.

\subsection*{The slow motion of the phase at the centre}

At $e=0$ the equation reads $\psi_{n+1}=-v_n\psi_n-\psi_{n-1}$. The sign change after two free steps is removed by defining
\begin{equation}
A_j=(-1)^j\psi_{2j},\qquad B_j=(-1)^j\psi_{2j-1}.
\end{equation}
With $v=v_{2j}$ and $v'=v_{2j+1}$, two successive steps give
\begin{equation}
B_{j+1}=B_j+vA_j,\qquad A_{j+1}=A_j-v'B_{j+1}.
\end{equation}
The changes are $\delta B=vA$ and $\delta A=-v'B-vv'A$. Because $v$ and $v'$ are independent with zero mean, to order $\sigma^2$
\begin{equation}
\langle\delta A\rangle=\langle\delta B\rangle=\langle\delta A\,\delta B\rangle=0,\quad
\langle\delta A^2\rangle=\sigma^2B^2,\quad \langle\delta B^2\rangle=\sigma^2A^2 .
\end{equation}
Let $A=\rho\cos\theta$ and $B=\rho\sin\theta$. Comparison with the earlier variables gives $\theta=\varphi-\pi/2$ up to a multiple of $\pi$, so $\cos4\theta=\cos4\varphi$.

The derivatives of $\theta=\arctan(B/A)$ are $\theta_A=-B/\rho^2$, $\theta_B=A/\rho^2$ and $\theta_{AA}=-\theta_{BB}=2AB/\rho^4$. The mean $b$ and variance $D$ of the phase change per two sites are therefore
\begin{align}
b&=\frac{\sigma^2}{2}(B^2\theta_{AA}+A^2\theta_{BB})
=-\sigma^2\frac{AB(A^2-B^2)}{\rho^4}=-\frac{\sigma^2}{4}\sin4\theta,\\
D&=\sigma^2\frac{A^4+B^4}{\rho^4}
=\sigma^2\left(1-\tfrac12\sin^22\theta\right)=\frac{\sigma^2}{4}(3+\cos4\theta).
\end{align}

The growth of $\rho$ is tied to the same $D$. Split the relative change of the vector $(A,B)$ into a radial part $a$ and a transverse part $c$. Then
\begin{equation}
\delta\ln\rho=\tfrac12\ln[(1+a)^2+c^2]=a+\tfrac12(c^2-a^2)+\dots
\end{equation}
The mean of $a$ vanishes and $\langle c^2\rangle=D$. The total variance is $\langle a^2+c^2\rangle=\sigma^2(A^2+B^2)/\rho^2=\sigma^2$. Hence
\begin{equation}
\langle\delta\ln\rho\rangle_\theta=\tfrac12[D-(\sigma^2-D)]=D-\frac{\sigma^2}{2}=\frac{\sigma^2}{2}\cos^22\theta .
\label{local}
\end{equation}
When the wave occupies one sublattice ($\theta=0$), the kicks are purely transverse: they turn the phase fastest and lengthen the vector most. When both sublattices carry equal amplitude ($\theta=\pi/4$), radial and transverse kicks are equally strong and the mean growth vanishes.

\subsection*{The stationary phase distribution}

Let $p(\theta)$ be the stationary density. For a smooth periodic function $f$, the mean change $\langle bf'+\tfrac12Df''\rangle$ must vanish. Integration by parts turns this into
\begin{equation}
\int f'\left[bp-\tfrac12(Dp)'\right]d\theta=0 .
\end{equation}
Since this holds for every such $f$, the bracket is a constant $J$, the probability current. From $D'=-\sigma^2\sin4\theta$ follows $b=D'/4$, and so
\begin{equation}
J=\frac{D'p}{4}-\frac{D'p}{2}-\frac{Dp'}{2}=-\frac{\sqrt D}{2}\left(\sqrt D\,p\right)' .
\end{equation}
Thus $(\sqrt D\,p)'=-2J/\sqrt D$. Over one period the left side integrates to zero, whereas the integral of $1/\sqrt D$ is positive. Hence $J=0$ and
\begin{equation}
p(\theta)\propto\frac{1}{\sqrt{D(\theta)}}\propto\frac{1}{\sqrt{3+\cos4\theta}} .
\label{density}
\end{equation}
The disorder strength has cancelled, which is why the discrepancy persists as $W\to0$. The density is $\sqrt{4/2}=\sqrt2$ times larger at $\theta=\pi/4$ than at $\theta=0$. It favours small $D$, and by equation (\ref{local}) small $D$ means slow growth.

\subsection*{The correct coefficient}

Equation (\ref{local}) refers to two sites, so $\gamma=(\sigma^2/4)\langle\cos^22\theta\rangle$. Put $s=\cos2\theta$. Then $3+\cos4\theta=2(1+s^2)$ and $|d\theta|=ds/(2\sqrt{1-s^2})$. By symmetry the range $0\le s\le1$ suffices:
\begin{equation}
\langle\cos^22\theta\rangle=
\frac{\int_0^1 s^2(1-s^4)^{-1/2}ds}{\int_0^1(1-s^4)^{-1/2}ds}.
\end{equation}
The substitution $y=s^4$ turns both integrals into beta functions:
\begin{equation}
\int_0^1\frac{s^{q-1}\,ds}{\sqrt{1-s^4}}=\frac14\int_0^1y^{q/4-1}(1-y)^{-1/2}dy
=\frac{\sqrt\pi}{4}\,\frac{\Gamma(q/4)}{\Gamma(q/4+1/2)} .
\end{equation}
The numerator has $q=3$ and the denominator $q=1$. With $\Gamma(5/4)=\Gamma(1/4)/4$ the ratio is
\begin{equation}
\langle\cos^22\theta\rangle=\frac{\Gamma(3/4)}{\Gamma(5/4)}\,\frac{\Gamma(3/4)}{\Gamma(1/4)}
=4\left[\frac{\Gamma(3/4)}{\Gamma(1/4)}\right]^2 .
\end{equation}
Therefore, at $E=0$ and to leading order in $W$,
\begin{equation}
\gamma=\sigma^2\left[\frac{\Gamma(3/4)}{\Gamma(1/4)}\right]^2,\qquad
\xi=12\left[\frac{\Gamma(1/4)}{\Gamma(3/4)}\right]^2\left(\frac tW\right)^2 .
\label{result}
\end{equation}
With $\Gamma(1/4)=3.62561$ and $\Gamma(3/4)=1.22542$, $\gamma/\sigma^2=0.114237$ instead of $1/8$, and the coefficient of $(t/W)^2$ is $12/0.114237=105.045$.

The derivation used independent site energies with zero mean and a common variance, each small compared with $t$ so that higher moments are negligible against $\sigma^2$, but not the box shape. A small variance alone is not enough: if a fraction $10^{-3}$ of the sites carries an energy uniform between $-t$ and $t$ and the rest carry none, $\sigma^2=3.3\times10^{-4}$ but $\gamma/\sigma^2=0.108$. For energies taking two values $\pm\sigma t$ with the variance of a box of $W/t=0.05$, a numerical solution for the stationary phase gives $\gamma/\sigma^2=0.114241$.

\subsection*{How far from the centre the anomaly reaches}

For small $e\neq0$, replace $v$ by $v-e$. The extra changes $\delta A=eB$ and $\delta B=-eA$ rotate the phase by $-e$ per two sites and leave $\rho$ unchanged to first order in $e$. This rotation competes with diffusion of strength $\sigma^2$, so the relevant variable is $x=e/\sigma^2$. Let $c_m=\langle e^{4im\theta}\rangle$, with $c_0=1$. The stationary condition with $f=e^{4im\theta}$ is
\begin{equation}
\left\langle\left[-2m^2(3+\cos4\theta)-im\sin4\theta-4imx\right]e^{4im\theta}\right\rangle=0 .
\end{equation}
Writing the sine and cosine as exponentials and dividing by $-m$ gives
\begin{equation}
(6m+4ix)c_m+\left(m+\tfrac12\right)c_{m+1}+\left(m-\tfrac12\right)c_{m-1}=0,
\label{recurrence}
\end{equation}
and $\gamma=(\sigma^2/8)(1+\mathrm{Re}\,c_1)$. The solution that decays with $m$ gives $\gamma$ relative to its uniform-phase value as 0.914 at $x=0$, 0.959 at $x=1.5$ and 0.990 at $x=4$. Half of the reduction is gone at $x=1.43$, so the anomaly occupies an energy range of order $W^2/t$.

For large $x$, $c_2$ is of order $x^{-2}$ and real to that order. In the $m=1$ equation it therefore does not affect $\mathrm{Re}\,c_1$ at order $x^{-2}$, and
\begin{equation}
\mathrm{Re}\,c_1\simeq\mathrm{Re}\,\frac{-1/2}{6+4ix}=-\frac{3}{36+16x^2}\simeq-\frac{3}{16x^2}=-\frac{3\sigma^4}{16e^2}.
\end{equation}
This is how the failure appears in an expansion at fixed energy: a higher-order correction carries a denominator that vanishes at the centre. At $x=0.1$ the truncated expression $1-3/(16x^2)$ equals $-17.75$, whereas the full solution of equation (\ref{recurrence}) gives 0.914. The limits $W\to0$ and $E\to0$ do not commute. Well outside the window the uniform phase returns: at $E/t=0.7$ and $W/t=0.1$ the numerically computed $\gamma$ is 1.0001 times the value from equation (\ref{uniform}).

\subsection*{The number for one chain}

Take the round model parameters $t=1$~eV, $W=0.5$~eV, a site spacing of 3~\AA\ and $E=0$. Then $\sigma^2=0.25/12=0.02083$ and $(t/W)^2=4$. The two predictions are
\begin{align}
\xi_{\rm uniform}&=96\times4=384\ \text{sites}=1152\ \text{\AA},\\
\xi&=105.05\times4=420.2\ \text{sites}=1261\ \text{\AA}\quad(2382\ \text{bohr}).
\end{align}

The stationary phase can also be found numerically from the actual site-to-site map, without the diffusion approximation. At this $W$ it gives 419.3 sites, 0.2\% below equation (\ref{result}). The scaled length $\xi(W/t)^2$ is 104.16, 104.82 and 104.99 for $W/t=1$, 0.5 and 0.25. Its distance from 105.05 falls by about four at each halving, consistent with a correction proportional to $W^2$. Iterating the wave equation on 8000 random chains of 20\,000 sites each gives $420.2\pm0.7$ sites. This rules out 384 but cannot resolve the small finite-$W$ correction. In the same simulation $\cos4\theta$ is negative for 55.4\% of the sampled phases. Equation (\ref{density}) also gives 55.4\%, whereas a uniform phase would give 50\%.

The anomaly is easily blurred. Half of it is lost at an energy offset of $1.43\times0.02083\times1$~eV $=0.030$~eV, close to the thermal energy of 0.026~eV at 300~K. With the chemical potential at the band centre, averaging the ratio of $\gamma$ to its uniform-phase value over the thermal window cuts the reduction from 8.6\% to 4.7\% at leading order in $W$ (from 8.4\% to 4.5\% for the actual chain at this $W$). The length itself assumes static disorder and phase coherence over $\xi$; inelastic scattering is not part of the model. This average measures the smearing only; it is not a calculation of the conductance. Hopping to neighbouring chains must also stay small. At the centre the velocity is $2t/\hbar$ sites per unit time, so crossing one localization length corresponds to an energy $\hbar/\tau=2t/\xi\approx0.005$~eV. Above this scale of interchain hopping the electron can leave the chain before it is localized. Staying below it does not preserve the single-chain number, because the effect of the coupling fades only slowly: for two such chains with independent disorder the longer localization length is about 590 sites at a hopping of 0.005~eV and still about 495 sites at 0.0005~eV, a shift larger than the anomaly itself.

If hopping in the other directions were also 1~eV, it would exceed this scale by a factor of about 200, and the length calculated here would no longer apply.

\section*{Computed values}
\begin{verbatim}
Uniform-phase coefficient of (t/W)^2: 96.000 sites
Closed-form coefficient of (t/W)^2: 105.045 sites
True chain, extrapolated to W=0: 105.045 sites
gamma/s2, uniform phase: 0.125000
gamma/s2, closed form: 0.114237
Gamma(1/4): 3.625610; Gamma(3/4): 1.225417
Elliptic K, E at m=1/2: 1.854075, 1.350644
<cos 4theta>, density: -0.08611
<cos 4theta>, true chain W/t=0.05: -0.08610
<cos 8theta>, density: 0.01109
<cos 8theta>, true chain W/t=0.05: 0.01110
<cos 2theta>, true chain W/t=0.05: 1.93e-05
Density ratio, slowest/fastest phase: 1.4142
Two-valued disorder, gamma/s2: 0.114241
E/t=0.7, W/t=0.1: gamma/uniform-phase law = 1.00014
True xi*(W/t)^2 at W/t=1.00: 104.165 sites
True xi*(W/t)^2 at W/t=0.50: 104.817 sites
True xi*(W/t)^2 at W/t=0.25: 104.988 sites
x=0.0: gamma/uniform-phase value = 0.91389
x=0.5: gamma/uniform-phase value = 0.92335
x=1.5: gamma/uniform-phase value = 0.95891
x=4.0: gamma/uniform-phase value = 0.98991
x=0.1: large-x expansion 1-3/(16x^2) = -17.75
x=0.1: full solution = 0.91432
Scaled energy at half depth: 1.4324
Example t: 1.00 eV; W: 0.50 eV
Example spacing: 3.00 angstrom
Example s2: 0.020833
Length, uniform phase: 384.00 sites
Length, closed form: 420.18 sites
Length, true chain at this W: 419.27 sites
Length, simulation: 420.17 sites
Simulation standard error: 0.69 sites
Length, uniform phase: 1152.0 angstrom
Length, closed form: 1260.5 angstrom
Length, closed form: 2382.1 bohr
Length, true chain: 1257.8 angstrom
<cos 4theta>, simulation: -0.08538
Share with cos 4theta<0, density: 0.5545
Share with cos 4theta<0, simulation: 0.5540
Energy offset at half depth: 0.02984 eV
Finite-W change of length: -0.217 percent
Thermal energy at 300 K: 0.02585 eV
Reduction of gamma at centre: 8.61 percent
Same, thermally averaged: 4.66 percent
Interchain hopping scale hbar*v/xi: 0.00477 eV
\end{verbatim}
